\section*{The cubic Dresselhaus term from tetrahedral symmetry}

\section{What a spinless band misses}

Give a conduction band of a zinc-blende crystal the energy $k^2/2m^*$ for both spin directions. The two spin states are then degenerate at every $\mathbf k$, and an electron's spin never turns as it moves. A tight-binding crystal of this symmetry, treated below, disagrees. At $k=0.01\,a_0^{-1}$ along $[110]$ its lowest conduction doublet is split by $0.050$~meV, while along $[111]$ it is not split at all.

A guessed correction $c\,\mathbf k\cdot\boldsymbol\sigma$ does not help. It gives the splitting $2|c|k$ in every direction, so it fails along $[111]$. The form of the spin term has to respect the symmetry of the crystal.

I use Hartree atomic units, with $\hbar=1$ and axes along the cube edges. The point group $T_d$ consists of the operations that map the tetrahedron with vertices
\[
(1,1,1),\quad(1,-1,-1),\quad(-1,1,-1),\quad(-1,-1,1)
\]
onto itself.

\section{The spin field and how it transforms}

Consider a band at $\mathbf k=0$ that is degenerate through spin alone and has an $s$-like orbital, invariant under $T_d$. This is a $\Gamma_6$ doublet. Near $\mathbf k=0$ a gap separates the doublet from the other bands. Its exact states can be projected onto the two zone-centre spin states and orthonormalized symmetrically, without choosing a preferred axis. The result is a Hermitian $2\times2$ matrix, smooth in $\mathbf k$ near the zone centre. Every such matrix has the form
\begin{equation}
H(\mathbf k)=e(\mathbf k)+\boldsymbol\Omega(\mathbf k)\cdot\boldsymbol\sigma ,
\label{H}
\end{equation}
with $e$ and $\boldsymbol\Omega$ real.

Let $R$ be an operation of $T_d$, and $D$ its matrix on the doublet. Symmetry requires $H(R\mathbf k)=D\,H(\mathbf k)\,D^\dagger$. Spin is an axial vector: inversion leaves it alone, so an improper operation acts on it through its rotational part $-R$. Both cases are covered by $Q=\det(R)\,R$, and
\[
D\sigma_jD^\dagger=\sum_i Q_{ij}\sigma_i .
\]
Inserting this in the symmetry condition gives
\[
\sum_i\Omega_i(R\mathbf k)\sigma_i
=\sum_j\Omega_j(\mathbf k)\,D\sigma_jD^\dagger
=\sum_{i}\Big[\sum_jQ_{ij}\Omega_j(\mathbf k)\Big]\sigma_i .
\]
The Pauli matrices are linearly independent, so
\begin{equation}
\boldsymbol\Omega(R\mathbf k)=\det(R)\,R\,\boldsymbol\Omega(\mathbf k).
\label{cov}
\end{equation}
A $\Gamma_7$ doublet differs by a factor $-1$ in $D$ for improper $R$. This factor cancels between $D$ and $D^\dagger$, so the result is the same. A fourfold $\Gamma_8$ level needs a $4\times4$ matrix and is not covered.

Time reversal changes the signs of both $\mathbf k$ and $\boldsymbol\sigma$. Hence
\begin{equation}
\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k).
\label{T}
\end{equation}

\section{Simple case: wave vector on a symmetry axis}

If $R\mathbf k=\mathbf k$, equation \eqref{cov} restricts $\boldsymbol\Omega$ at that single wave vector. No expansion in $k$ is needed.

\paragraph{Along $[100]$.} The twofold rotation $(x,y,z)\to(x,-y,-z)$ leaves $\mathbf k=(k,0,0)$ unchanged and requires
\[
(\Omega_x,\Omega_y,\Omega_z)=(\Omega_x,-\Omega_y,-\Omega_z),
\]
so $\Omega_y=\Omega_z=0$. The mirror $(x,y,z)\to(x,z,y)$ also leaves $\mathbf k$ unchanged. Its determinant is $-1$, so it requires $\Omega_x=-\Omega_x$. The whole field vanishes.

\paragraph{Along $[111]$.} The threefold rotation $(x,y,z)\to(z,x,y)$ requires $(\Omega_x,\Omega_y,\Omega_z)=(\Omega_z,\Omega_x,\Omega_y)$. The components are therefore equal, $\boldsymbol\Omega=w(1,1,1)$. The same mirror now gives $w(1,1,1)=-w(1,1,1)$, so $w=0$.

In both cases the rotation forces the field to lie along $\mathbf k$, and a mirror containing $\mathbf k$ reverses an axial vector lying in its plane. The splitting thus vanishes at every order in $k$. At finite $k$ the argument holds as long as the doublet stays isolated and its projection onto the zone-centre states remains invertible.

\paragraph{Along $[110]$.} The mirror $(x,y,z)\to(y,x,z)$ requires
\[
(\Omega_x,\Omega_y,\Omega_z)=-(\Omega_y,\Omega_x,\Omega_z),
\]
so $\boldsymbol\Omega=w(1,-1,0)$. Here symmetry fixes the direction of the field, perpendicular to $\mathbf k$, but does not make it vanish.

\section{General direction: the lowest polynomial}

For a general $\mathbf k$, expand $\Omega_x$ in monomials $k_x^ak_y^bk_z^c$. Eight operations of $T_d$, the identity included, map the $x$ component onto itself up to a sign, and three of them generate the rest. By \eqref{cov},
\begin{align}
\Omega_x(k_x,-k_y,-k_z)&=+\Omega_x(k_x,k_y,k_z),\label{c1}\\
\Omega_x(-k_x,-k_y,k_z)&=-\Omega_x(k_x,k_y,k_z),\label{c2}\\
\Omega_x(k_x,k_z,k_y)&=-\Omega_x(k_x,k_y,k_z).\label{c3}
\end{align}
They are the twofold rotations about $x$ and $z$, and the mirror exchanging $y$ and $z$. Condition \eqref{c1} requires $b+c$ even, and \eqref{c2} requires $a+b$ odd. I take the degrees in turn.

\begin{itemize}
\item Degree 0: $a+b=0$ is even, so a constant is excluded.
\item Degree 1: $b+c$ even leaves $k_x$. It is unchanged by exchanging $k_y$ and $k_z$, so \eqref{c3} excludes it.
\item Degree 2: $b+c$ even makes $a$ even; then $b$ and $c$ are odd. This leaves $k_yk_z$, which \eqref{c3} excludes.
\item Degree 3: $b+c$ even makes $a$ odd; then $b$ and $c$ are even. This leaves $k_x^3$, $k_xk_y^2$ and $k_xk_z^2$.
\end{itemize}

Write the cubic part as $\alpha k_x^3+\beta k_xk_y^2+\delta k_xk_z^2$. Condition \eqref{c3} becomes
\[
\alpha k_x^3+\beta k_xk_z^2+\delta k_xk_y^2
=-\alpha k_x^3-\beta k_xk_y^2-\delta k_xk_z^2 ,
\]
so $\alpha=0$ and $\delta=-\beta$. With $\beta=\gamma$,
\[
\Omega_x=\gamma k_x(k_y^2-k_z^2).
\]

The threefold rotation supplies the other components. The second component of \eqref{cov} reads $\Omega_y(k_z,k_x,k_y)=\Omega_x(k_x,k_y,k_z)$. Renaming the arguments gives
\[
\Omega_y(k_x,k_y,k_z)=\Omega_x(k_y,k_z,k_x)=\gamma k_y(k_z^2-k_x^2).
\]
The third component gives, in the same way,
\[
\Omega_z(k_x,k_y,k_z)=\Omega_y(k_y,k_z,k_x)=\gamma k_z(k_x^2-k_y^2).
\]
Through third order, therefore,
\begin{equation}
\boldsymbol\Omega=\gamma\boldsymbol\kappa,\qquad
\boldsymbol\kappa=
\begin{pmatrix}
k_x(k_y^2-k_z^2)\\ k_y(k_z^2-k_x^2)\\ k_z(k_x^2-k_y^2)
\end{pmatrix},
\label{kappa}
\end{equation}
and the spin term, known as the Dresselhaus term, is
\begin{equation}
H_D=\gamma\big[\sigma_xk_x(k_y^2-k_z^2)+\sigma_yk_y(k_z^2-k_x^2)+\sigma_zk_z(k_x^2-k_y^2)\big].
\label{HD}
\end{equation}
Hermiticity makes $\gamma$ real. Symmetry does not determine its value.

So far the conditions have been necessary ones. To see that they suffice, note that the twofold rotations reverse two components of $\mathbf k$ and the same two components of $\boldsymbol\kappa$, as they should. Cyclic permutation of $\mathbf k$ permutes $\boldsymbol\kappa$ cyclically. For the mirror,
\[
\boldsymbol\kappa(k_x,k_z,k_y)=
\begin{pmatrix}
k_x(k_z^2-k_y^2)\\ k_z(k_y^2-k_x^2)\\ k_y(k_x^2-k_z^2)
\end{pmatrix}
=-\begin{pmatrix}\kappa_x\\ \kappa_z\\ \kappa_y\end{pmatrix},
\]
again as \eqref{cov} demands. These operations generate the whole group. The twofold rotations with the identity give 4 sign patterns, and the threefold rotation with the mirror gives all 6 permutations of the axes. Their products are $4\times6=24$ distinct operations. An operation is fixed by how it permutes the four vertices, so $T_d$ has at most $4!=24$ elements, and none is missing.

Time reversal was not needed through third order. It matters first at degree 4, where $k_yk_z(k_y^2-k_z^2)$ satisfies \eqref{c1}--\eqref{c3} but violates \eqref{T}. The first corrections to \eqref{kappa} are thus of fifth order.

The limits of the previous section are recovered. At $(k,0,0)$ each component of $\boldsymbol\kappa$ contains a zero factor. At $k_x=k_y=k_z$ each bracket vanishes. At $\mathbf k=k(1,1,0)/\sqrt2$,
\begin{equation}
\boldsymbol\kappa=\frac{k^3}{2\sqrt2}(1,-1,0),\qquad |\boldsymbol\kappa|=\frac{k^3}{2}.
\label{k110}
\end{equation}

\section{From the field to the splitting}

Since $(\boldsymbol\Omega\cdot\boldsymbol\sigma)^2=|\boldsymbol\Omega|^2$ and $\boldsymbol\Omega\cdot\boldsymbol\sigma$ has zero trace, its eigenvalues are $\pm|\boldsymbol\Omega|$. The splitting is
\begin{equation}
\Delta E=2|\boldsymbol\Omega|=2|\gamma|\,|\boldsymbol\kappa| .
\label{split}
\end{equation}
The field also turns the spin. From $[\sigma_j,\sigma_i]=2i\sum_l\epsilon_{jil}\sigma_l$,
\[
\frac{d\sigma_i}{dt}=i[H,\sigma_i]
=-2\sum_{jl}\epsilon_{jil}\Omega_j\sigma_l
=2(\boldsymbol\Omega\times\boldsymbol\sigma)_i .
\]
At fixed $\mathbf k$ the spin precesses about $\boldsymbol\Omega$ with angular frequency $2|\boldsymbol\Omega|$, equal to the splitting.

\paragraph{In a cube plane.} Set $k_z=0$, $k_x=k\cos\varphi$, $k_y=k\sin\varphi$. Then $\boldsymbol\kappa=k_xk_y(k_y,-k_x,0)$, and
\[
\Delta E=2|\gamma|\,|k_xk_y|\,k=|\gamma|k^3|\sin2\varphi| .
\]
Within this plane the splitting vanishes on the cube axes and peaks at $\varphi=45^\circ$, which is $[110]$. Whether some direction outside the plane does better requires the full angular function.

\paragraph{In all directions.} Let $x=k_x^2$, $y=k_y^2$, $z=k_z^2$. Then
\begin{align*}
|\boldsymbol\kappa|^2&=x(y-z)^2+y(z-x)^2+z(x-y)^2\\
&=S-6xyz,\\
S&=x^2y+x^2z+y^2x+y^2z+z^2x+z^2y .
\end{align*}
Multiplying out $(x+y+z)(xy+yz+zx)$ gives $S+3xyz$. Therefore
\begin{equation}
|\boldsymbol\kappa|^2=(x+y+z)(xy+yz+zx)-9xyz .
\label{ang}
\end{equation}

\paragraph{All zeros.} In the first line above, each term is non-negative, so each must vanish. If $x,y,z$ are all non-zero, then $x=y=z$, which gives the $\langle111\rangle$ directions. If one is zero, say $x=0$, the remaining terms are $yz^2$ and $zy^2$. One of $y,z$ must then vanish too, which gives $\langle100\rangle$. The cubic term has no other zeros at $k\neq0$.

\paragraph{Near the zeros.} Tilt $\mathbf k$ from $[100]$ by a small angle $\theta$, so that $\mathbf k\simeq k(1,\theta\cos\varphi,\theta\sin\varphi)$. To first order $\boldsymbol\kappa\simeq k^3\theta(0,-\cos\varphi,\sin\varphi)$, and
\[
\Delta E\simeq2|\gamma|k^3\theta .
\]
Near $[111]$ the slope is different. A tilt $\delta\mathbf k\perp\mathbf k$ with $|\delta\mathbf k|=k\theta$ gives $\delta x=2k\,\delta k_x/\sqrt3$ and likewise for $y,z$, with $\delta x+\delta y+\delta z=0$. Then $|\boldsymbol\kappa|^2\simeq\tfrac{k^2}{3}\big[(\delta y-\delta z)^2+(\delta z-\delta x)^2+(\delta x-\delta y)^2\big]=k^2(\delta x^2+\delta y^2+\delta z^2)=\tfrac43k^6\theta^2$, so $\Delta E\simeq(4/\sqrt3)|\gamma|k^3\theta$. Near either zero the splitting opens linearly with the angle, equally for every direction of tilt. A small misalignment therefore matters when one looks for the zero.

\section{Why the maximum is at $[110]$}

Fix $|\mathbf k|$ and measure $x,y,z$ in units of $k^2$, so that $x+y+z=1$. Equation \eqref{ang} becomes
\[
\frac{|\boldsymbol\kappa|^2}{k^6}=q-9p,\qquad q=xy+yz+zx,\quad p=xyz .
\]
An upper bound follows from Schur's inequality,
\begin{equation}
x(x-y)(x-z)+y(y-x)(y-z)+z(z-x)(z-y)\ge0 .
\label{schur}
\end{equation}
To prove it, name the variables so that $x\ge y\ge z\ge0$. The left side equals
\[
(x-y)\big[x(x-z)-y(y-z)\big]+z(x-z)(y-z).
\]
The bracket is non-negative because $x\ge y$ and $x-z\ge y-z\ge0$. The last term is a product of non-negative factors.

Expanding \eqref{schur} gives $x^3+y^3+z^3-S+3p\ge0$. With $x+y+z=1$ we also have
\[
1=(x+y+z)^3=x^3+y^3+z^3+3S+6p,\qquad q=S+3p .
\]
Eliminating the cubes and then $S$,
\[
0\le(1-3S-6p)-S+3p=1-4S-3p=1-4(q-3p)-3p=1-4q+9p .
\]
So $q\le(1+9p)/4$, and
\begin{equation}
\frac{|\boldsymbol\kappa|^2}{k^6}=q-9p\le\frac14-\frac{27}{4}p\le\frac14 .
\label{bound}
\end{equation}

Reaching $1/4$ requires $p=0$, so the smallest variable is $z=0$. It also requires equality in \eqref{schur}, which now reads $(x-y)(x^2-y^2)=(x-y)^2(x+y)=0$. Hence $x=y=\tfrac12$. The global maximum lies along the $\langle110\rangle$ directions and nowhere else, with
\begin{equation}
\Delta E_{\max}=|\gamma|k^3 .
\label{max}
\end{equation}
Unlike the zeros, this is a statement about the cubic term. It holds for the band at small enough $k$; higher orders could move the maximum at larger $k$.

\section{Two limits in which $\gamma$ vanishes}

If the crystal also has inversion symmetry, put $R=-1$ in \eqref{cov}. Then $\det(R)R=+1$ and $\boldsymbol\Omega(-\mathbf k)=\boldsymbol\Omega(\mathbf k)$. Together with \eqref{T} this gives $\boldsymbol\Omega=0$.

If spin-orbit coupling is absent, the Hamiltonian is unchanged when spin alone is rotated. A non-zero $\boldsymbol\Omega$ would single out a spin direction, so again $\boldsymbol\Omega=0$. A non-zero $\gamma$ needs both broken inversion symmetry and spin-orbit coupling.

Exchanging the two atomic species of a zinc-blende crystal inverts it. The new field is $\boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k)$, so $\gamma$ changes sign. A quoted sign of $\gamma$ means something only together with the positions of the two species.

\section{A crystal with no Dresselhaus term put in}

The model has two species with one $s$ and three $p$ orbitals each, and spin: 16 bands. Its parameters are round numbers and stand for no particular material. The lattice constant is $a=10\,a_0$. The bonds from species 1 to species 2 are $\mathbf d=(a/4)(1,1,1)$ and the three other tetrahedral vectors, with unit vectors $\mathbf l$. Each bond carries a phase $e^{i\mathbf k\cdot\mathbf d}$ and the matrix elements
\begin{align*}
\langle s_1|H|s_2\rangle&=V_{ss}, &
\langle s_1|H|p_{i2}\rangle&=l_iV_{sp},\\
\langle p_{i1}|H|s_2\rangle&=-l_iV_{ps}, &
\langle p_{i1}|H|p_{j2}\rangle&=l_il_j(V_\sigma-V_\pi)+\delta_{ij}V_\pi .
\end{align*}
In hartree, $V_{ss}=-0.06$, $V_{sp}=0.07$, $V_{ps}=0.09$, $V_\sigma=0.11$ and $V_\pi=-0.03$. For species 1 and 2 the $s$ energies are $-0.30$ and $-0.10$, and the $p$ energies $0.03$ and $0.13$. The on-site term $(\Delta/3)\mathbf L\cdot\boldsymbol\sigma$ splits the $p$ levels by $\Delta=0.015$ and $0.006$.

At $\mathbf k=0$ the $s$ and $p$ orbitals decouple, and the four bonds add to $4V_{ss}=-0.24$. The upper $s$ level is
\[
-0.20+\sqrt{0.10^2+0.24^2}=-0.20+0.26=0.06\ \text{hartree}.
\]
This is the conduction doublet, $0.059$ hartree above the valence band.

The program diagonalizes the 16-band matrix and extracts $\boldsymbol\Omega(\mathbf k)/k^3$ at $k=0.002$ and $0.004\,a_0^{-1}$. It combines the two values as $(4f(0.002)-f(0.004))/3$, which removes the fifth-order part, and then fits all thirty cubic coefficients (ten monomials for each component). They agree with \eqref{kappa} to about $10^{-7}$ of $|\gamma|$, with $\gamma=1.884$ hartree\,$a_0^3$. At $k=0.01\,a_0^{-1}$ along $[110]$, equation \eqref{max} gives
\[
\Delta E=1.884\times(0.01)^3=1.884\times10^{-6}\ \text{hartree}.
\]
Diagonalization gives $1.851\times10^{-6}$ hartree, or $0.050$~meV, which is $1.7\%$ below the cubic law. The computed field, $(6.55,-6.55,0)\times10^{-7}$ hartree, is perpendicular to $\mathbf k$ as derived.

Other directions at the same $k$ compare as follows, with splittings in $10^{-6}$ hartree:
\begin{center}
\begin{tabular}{lccc}
direction & $|\boldsymbol\kappa|/k^3$ & cubic law & diagonalized\\
$[100]$, $[111]$ & 0 & 0 & 0\\
$[211]$ & 0.289 & 1.088 & 1.071\\
$[321]$ & 0.363 & 1.369 & 1.346\\
$[210]$ & 0.400 & 1.507 & 1.482\\
$[110]$ & 0.500 & 1.884 & 1.851
\end{tabular}
\end{center}
The diagonalized zeros are below $10^{-16}$ hartree, the level of rounding error. A scan of one octant in steps of $3^\circ$ also finds the largest splitting along $[110]$. One octant suffices: the twofold rotations and time reversal together relate all sign choices of $k_x,k_y,k_z$.

The cubic law has a limited range. Along $[110]$ the diagonalized splitting lies below it by $0.44\%$, $1.7\%$, $6.6\%$ and $22\%$ of the law's value at $k=0.005$, $0.01$, $0.02$ and $0.04\,a_0^{-1}$. The first doubling of $k$ multiplies the deviation by about 4, as a fifth-order correction to a cubic term should. The later factors are smaller, so still higher orders have entered. At $k=0.1\,a_0^{-1}$ the law gives $1.9\times10^{-3}$ hartree, against a computed $6.95\times10^{-4}$. The zeros along $[100]$ and $[111]$ survive there, and at $k=0.2\,a_0^{-1}$, to rounding error.

The two limits for $\gamma$ can be tested in the same crystal. For $k=0.01\,a_0^{-1}$ along $[321]$ the full model has $|\boldsymbol\Omega|=6.7\times10^{-7}$ hartree. Removing spin-orbit coupling, or making the two species identical (equal on-site energies, equal $\Delta$, and $V_{sp}=V_{ps}$), reduces it to rounding error. Reversing all the bonds changes $\Omega_x$ from $+3.18\times10^{-7}$ to $-3.18\times10^{-7}$ hartree: the inverted crystal has the opposite $\gamma$.

\section*{Calculated quantities}
\begin{verbatim}
operations in Td: 24
Td-allowed spin terms of degree 0 in k: 0
Td-allowed spin terms of degree 1 in k: 0
Td-allowed spin terms of degree 2 in k: 0
Td-allowed spin terms of degree 3 in k: 1
Td-allowed spin terms of degree 4 in k: 1
Td-allowed spin terms of degree 5 in k: 2
invariant, Omega_x: kx ky^2 +1.000, kx kz^2 -1.000
lattice constant: 10.0 bohr
s energies, atoms 1, 2: (-0.3, -0.1) hartree
p energies, atoms 1, 2: (0.03, 0.13) hartree
hopping ss-sigma: -0.06 hartree
hopping s1-p2, p1-s2 (sigma): 0.07 0.09 hartree
hopping pp-sigma, pp-pi: 0.11 -0.03 hartree
p spin-orbit splittings, atoms 1, 2: (0.015, 0.006) hartree
conduction doublet at k=0: 0.06000 hartree
gap at k=0: 0.05894 hartree
fitted gamma: 1.8842 hartree bohr^3
fitted Omega_x: kx ky^2 1.8842, kx kz^2 -1.8842 hartree bohr^3
largest misfit of 30 coefficients / |gamma|: 7.6e-08
example |k|: 0.01 1/bohr
direction, |kappa|/k^3, cubic law, diagonalization (hartree):
  (1, 0, 0)  0.0000  0.0000e+00  5.5511e-17
  (1, 1, 1)  0.0000  0.0000e+00  4.1633e-17
  (1, 1, 0)  0.5000  1.8842e-06  1.8514e-06
  (2, 1, 0)  0.4000  1.5073e-06  1.4824e-06
  (2, 1, 1)  0.2887  1.0878e-06  1.0706e-06
  (3, 2, 1)  0.3632  1.3687e-06  1.3459e-06
[110] splitting, diagonalized: 0.0504 meV
Omega along [110]: +6.546e-07 -6.546e-07 -6.380e-17 hartree
octant scan, direction of maximum: [0.7071 0.7071 0.    ]
[110] departure from cubic law at k=0.005 1/bohr: -0.441 %
[110] departure from cubic law at k=0.01 1/bohr: -1.739 %
[110] departure from cubic law at k=0.02 1/bohr: -6.579 %
[110] departure from cubic law at k=0.04 1/bohr: -21.687 %
splitting at k=0.1 1/bohr along (1, 0, 0): 8.33e-17 hartree
splitting at k=0.1 1/bohr along (1, 1, 1): 6.94e-17 hartree
splitting at k=0.1 1/bohr along (1, 1, 0): 6.95e-04 hartree
splitting at k=0.2 1/bohr along (1, 0, 0): 8.33e-17 hartree
splitting at k=0.2 1/bohr along (1, 1, 1): 8.33e-17 hartree
splitting at k=0.2 1/bohr along (1, 1, 0): 1.54e-03 hartree
|Omega| along (3,2,1), full model: 6.729e-07 hartree
|Omega| without spin-orbit: 3.5e-17 hartree
|Omega| with identical atoms: 1.6e-16 hartree
Omega_x, bonds as given / reversed: +3.179e-07 / -3.179e-07 hartree
\end{verbatim}
